# Negative Static Capacitance of a Spring-Supported Plate Actuator

A parallel-plate actuator has one fixed plate and one movable plate, each of area $A$. The movable plate hangs on a linear spring of constant $k$. With no charge the gap is $g_0$ and the spring is relaxed. When the plates carry charges $+Q$ and $-Q$, with $Q\ge 0$, the movable plate is displaced by $x$ toward the fixed one, so that the gap is $g=g_0-x$.

Unless a part says otherwise, take the plates as rigid and parallel, the field as uniform and confined to the gap, and the permittivity as $\varepsilon_0$. There is no stray capacitance or leakage, and weight is neglected. The charge is imposed and changed slowly enough for the plate to settle into force balance. Consider $0\le x<g_0$, before contact.

For numerical work use a square plate of side $L=100$ µm, $g_0=2.0$ µm, $k=1.0$ N/m and a temperature of 300 K. These are round model parameters.

## Part (a): equilibrium at fixed charge

**Question.** Write the energy at fixed charge. Find the equilibrium displacement and decide whether it is stable against parallel motion of the plate.

**Answer.** The field in the gap is $E=Q/(\varepsilon_0A)$. Its energy is the density $\varepsilon_0E^2/2$ times the volume $A(g_0-x)$. Adding the spring energy gives

$$U(x;Q)=\frac{kx^2}{2}+\frac{Q^2(g_0-x)}{2\varepsilon_0A}.$$

No source term is needed, because no charge flows while $x$ varies at fixed $Q$. Force balance requires

$$\frac{\partial U}{\partial x}=kx-\frac{Q^2}{2\varepsilon_0A}=0,
\qquad\text{so}\qquad x=\frac{Q^2}{2\varepsilon_0Ak}.$$

The attraction $Q^2/(2\varepsilon_0A)$ does not depend on the gap: at fixed charge, the field stays the same as the plates approach. The curvature is therefore that of the spring alone,

$$\frac{\partial^2U}{\partial x^2}=k>0,$$

and the equilibrium is stable at every $x<g_0$. The plate reaches contact when $Q^2=2\varepsilon_0Akg_0$.

## Part (b): the differential capacitance

**Question.** The static differential capacitance is $C_d=dQ/dV$, taken along the equilibria of part (a). Show that it becomes negative once the displacement exceeds one third of the initial gap. Explain the physical cause.

**Answer.** The voltage is the field times the gap,

$$V=\frac{Q(g_0-x)}{\varepsilon_0A}.$$

Here $x$ depends on $Q$, so the product rule gives

$$\frac{dV}{dQ}=\frac{1}{\varepsilon_0A}\left[(g_0-x)-Q\frac{dx}{dQ}\right].$$

From the force balance, $dx/dQ=Q/(\varepsilon_0Ak)$. Multiplication by $Q$ gives

$$Q\frac{dx}{dQ}=\frac{Q^2}{\varepsilon_0Ak}=2x.$$

Hence

$$\frac{dV}{dQ}=\frac{g_0-x-2x}{\varepsilon_0A}=\frac{g_0-3x}{\varepsilon_0A},
\qquad
C_d=\frac{\varepsilon_0A}{g_0-3x}.$$

The numerator is positive. Thus $C_d>0$ for $x<g_0/3$, and $C_d<0$ for $g_0/3<x<g_0$, as required. At $x=g_0/3$ the slope $dV/dQ$ vanishes and $C_d$ diverges.

Added charge has two effects on the voltage. With the plate held still it would raise the voltage, at the rate $(g_0-x)/(\varepsilon_0A)$. But it also strengthens the attraction and closes the gap, which lowers the voltage at the rate $2x/(\varepsilon_0A)$. Beyond one third of the gap the second effect is the larger.

The ordinary ratio $Q/V=\varepsilon_0A/(g_0-x)$ remains positive. It is also the differential capacitance for a charge change so quick that the plate cannot follow. The negative sign belongs to the slow response, in which the plate moves.

## Part (c): energy, limits and the greatest voltage

**Question.** Recover $C_d$ from the energy of the settled actuator. Examine the limits of small displacement and of approach to contact, and find the greatest equilibrium voltage.

**Answer.** Put $Q^2/(2\varepsilon_0A)=kx$ into $U$. The settled energy is

$$U_{\rm eq}=\frac{kx^2}{2}+kx(g_0-x)=kxg_0-\frac{kx^2}{2}
=\frac{g_0Q^2}{2\varepsilon_0A}-\frac{Q^4}{8\varepsilon_0^2A^2k}.$$

Two differentiations with respect to charge give

$$\frac{d^2U_{\rm eq}}{dQ^2}=\frac{g_0}{\varepsilon_0A}-\frac{3Q^2}{2\varepsilon_0^2A^2k}
=\frac{g_0-3x}{\varepsilon_0A}=\frac{1}{C_d},$$

where the last term was rewritten with $Q^2=2\varepsilon_0Akx$. Negative capacitance is thus negative curvature of the settled energy as a function of charge. This does not conflict with part (a): the curvature with respect to $x$ at fixed $Q$ is still $k$.

The same energy criterion is used for ferroelectric negative capacitance, but the analogy is limited. Here the coordinate that responds to charge is the position of a plate, not a polarization, and the curvature turns negative at large charge rather than around zero charge.

Let $C_0=\varepsilon_0A/g_0$. For $x\ll g_0$, to first order in $x/g_0$,

$$C_d\approx C_0\left(1+\frac{3x}{g_0}\right),\qquad
\frac{Q}{V}\approx C_0\left(1+\frac{x}{g_0}\right).$$

Both tend to $C_0$, the value for a plate that has not moved. As $x\to g_0$, the voltage tends to zero and $C_d\to-C_0/2$.

Since $dV/dQ$ changes from positive to negative at $x=g_0/3$, the voltage is greatest there. At that point $Q^2=2\varepsilon_0Akg_0/3$ and the gap is $2g_0/3$, so

$$V_{\max}^2=\frac{2\varepsilon_0Akg_0}{3}\,\frac{(2g_0/3)^2}{(\varepsilon_0A)^2}
=\frac{8kg_0^3}{27\varepsilon_0A}.$$

## Part (d): numbers for the actuator

**Question.** Find the charge, voltage and differential capacitance at $x=1.0$ µm, and compare them with the behaviour at $x=0.4$ µm. What happens to the voltage if the charge is then raised until $x=1.04$ µm?

**Answer.** For this plate $C_0=44.27$ fF. Therefore

$$\varepsilon_0A=C_0g_0=(44.27\ \text{fF})(2.0\ \text{µm})=88.54\ \text{fF µm}=8.854\times10^{-20}\ \text{F m}.$$

At $x=1.0$ µm, half the initial gap, force balance gives

$$Q=\sqrt{2(8.854\times10^{-20}\ \text{F m})(1.0\ \text{N/m})(1.0\times10^{-6}\ \text{m})}=420.8\ \text{fC}.$$

The remaining gap is 1.0 µm, so $Q/V=88.54$ fF and

$$V=\frac{420.8\ \text{fC}}{88.54\ \text{fF}}=4.753\ \text{V}.$$

The differential capacitance is

$$C_d=\frac{88.54\ \text{fF µm}}{(2.0-3.0)\ \text{µm}}=-88.54\ \text{fF}.$$

Its magnitude equals $Q/V$ here because $3x-g_0=g_0-x$ when $x=g_0/2$. At other displacements on the negative branch the two magnitudes differ.

At $x=0.4$ µm the voltage is 4.809 V, close to the value above, but the charge is only 266.1 fC. There

$$C_d=\frac{88.54}{2.0-1.2}\ \text{fF}=110.7\ \text{fF},$$

which is positive. Between these two states the voltage passes through its maximum, 5.174 V, at $x=0.667$ µm and $Q=343.6$ fC. A direct numerical search over charge, with the energy minimized at each step, gives the same maximum voltage to the printed digits.

Raising the displacement from 1.00 to 1.04 µm takes the charge from 420.81 to 429.15 fC. The voltage falls from 4.7527 to 4.6530 V. The ratio of the changes is

$$\frac{\Delta Q}{\Delta V}=\frac{8.34\ \text{fC}}{-0.0997\ \text{V}}\approx-84\ \text{fF}.$$

This finite-step ratio is smaller in magnitude than 88.54 fF because $|C_d|=\varepsilon_0A/(3x-g_0)$ decreases during the step.

## Part (e): why a battery cannot hold this state

**Question.** The actuator is now connected to an ideal battery of voltage $V$. Find its stiffness at equilibrium.

**Answer.** The battery supplies charge as the plate moves, so its energy must be counted. With $C=\varepsilon_0A/(g_0-x)$, the field energy is $CV^2/2$, and the battery's energy changes by $-V\,dQ=-V^2\,dC$. Up to a constant, the total is

$$W=\frac{kx^2}{2}+\frac{CV^2}{2}-CV^2
=\frac{kx^2}{2}-\frac{\varepsilon_0AV^2}{2(g_0-x)}.$$

Its first derivative vanishes when

$$kx=\frac{\varepsilon_0AV^2}{2(g_0-x)^2}.$$

The second derivative, with this balance used to remove $V^2$, is

$$\frac{d^2W}{dx^2}=k-\frac{\varepsilon_0AV^2}{(g_0-x)^3}
=k-\frac{2kx}{g_0-x}=k\,\frac{g_0-3x}{g_0-x}.$$

It is negative on the branch where $C_d<0$. At $x=1.0$ µm it is $-1.0$ N/m, whereas at fixed charge it is $+1.0$ N/m. The equilibrium is the same in both cases, but its stability depends on what the circuit holds fixed.

## Part (f): stray capacitance

**Question.** A constant stray capacitance $C_p$ lies in parallel with the plates. The total charge $Q_T=Q+C_pV$ is fixed, but charge can pass between the two capacitors. How large may $C_p$ be if a state with $x>g_0/3$ is to remain stable?

**Answer.** The energy is now

$$U_T=\frac{kx^2}{2}+\frac{Q_T^2}{2(C+C_p)}.$$

Write $g=g_0-x$. Then $dC/dx=C/g$ and $d^2C/dx^2=2C/g^2$. With $V=Q_T/(C+C_p)$, the first derivative is

$$\frac{dU_T}{dx}=kx-\frac{V^2C}{2g},$$

so at equilibrium $V^2C=2kxg$. Differentiating the field energy twice at fixed $Q_T$ gives

$$\frac{d^2U_T}{dx^2}=k-\frac{V^2C}{g^2}+\frac{V^2C^2}{g^2(C+C_p)}
=k\left[1-\frac{2x}{g}\frac{C_p}{C+C_p}\right].$$

Stability requires $2xC_p<g(C+C_p)$. Since $gC=\varepsilon_0A$ and $2x-g=3x-g_0$, this becomes

$$C_p<\frac{\varepsilon_0A}{3x-g_0}=|C_d|.$$

For $C_p=0$ the stiffness is $k$, as in part (a). For $C_p\to\infty$ it becomes that of part (e), because a very large parallel capacitor acts as a battery.

At $x=1.0$ µm the stray capacitance must be below 88.54 fF. The bound tightens as the plate advances. Within this model, stable parallel motion all the way up to contact needs $C_p\le C_0/2=22.14$ fF. Real plates do not reach contact stably even with $C_p=0$: tilt intervenes (part (g)), and for ideal-metal plates the Casimir attraction, of pressure $\pi^2\hbar c/(240g^4)$, overcomes the spring stiffness at a gap of about 0.14 µm.

## Part (g): tilt

**Question.** The spring consists of four equal vertical springs, each of constant $k/4$, at the corners of the square plate. With $C_p=0$ and fixed charge, at what displacement does the plate become unstable against a small tilt about a central axis parallel to one side?

**Answer.** Let $y$ be the distance from the tilt axis and $\theta$ the angle, so the local gap is $g+\theta y$. Treat each strip of the gap as locally parallel and expand to second order in $\theta$:

$$C=\varepsilon_0L\int_{-L/2}^{L/2}\frac{dy}{g+\theta y}
\approx\frac{\varepsilon_0A}{g}\left(1+\frac{\theta^2L^2}{12g^2}\right).$$

The linear term cancels by symmetry, and the average of $y^2$ is $L^2/12$. At fixed charge the field energy is

$$\frac{Q^2}{2C}\approx\frac{Q^2g}{2\varepsilon_0A}\left(1-\frac{\theta^2L^2}{12g^2}\right)
=kxg-\frac{kxL^2\theta^2}{12g}.$$

Two springs are extended by $x-\theta L/2$ and two by $x+\theta L/2$. Their energy is

$$\frac{k}{4}\left[\left(x-\frac{\theta L}{2}\right)^2+\left(x+\frac{\theta L}{2}\right)^2\right]
=\frac{kx^2}{2}+\frac{kL^2\theta^2}{8}.$$

The total coefficient of $\theta^2$ is positive when

$$\frac18>\frac{x}{12g},\qquad\text{or}\qquad x<\frac32(g_0-x),$$

which gives $x<0.6\,g_0$. Numerical integration over the tilted gap also places the change of sign at 0.6000. The state at $0.5\,g_0$ is therefore stable against this tilt, but parallel positions beyond $0.6\,g_0$ cannot be held with this suspension. Springs attached closer to the tilt axis lower this limit. With the same four springs at the midpoints of the sides, the spring coefficient of $\theta^2$ is $kL^2/16$ and the limit falls to $3g_0/7\approx0.43\,g_0$, below half travel. The value $0.6\,g_0$ also assumes equal springs: if the springs on the two sides differ from $k/4$ by $\pm1\%$, the plate tilts gradually and snaps at a mean displacement of about $0.58\,g_0$, and for $\pm5\%$ at about $0.54\,g_0$.

## Part (h): comparison with a real device

**Question.** Judge whether the model is reasonable for a surface-micromachined actuator. Estimate the effects of fringing fields, spring hardening, thermal motion, breakdown and leakage.

**Answer.** A plate about 100 µm wide, a gap of a few micrometres and a spring near 1 N/m are roughly typical of such devices. An important departure of real devices from the model is stray capacitance. Wiring and contact pads can add more than the 88.54 fF allowed at half travel, in which case this state is lost unless the circuit compensates for them. At half travel, $C_d$ of the plates themselves changes by only about 2% and 10% in the fringing and spring-hardening estimates below. Close to the threshold, where $C_d$ diverges, the same corrections matter much more.

**Fringing.** For wide, thin strips of width $L$, the standard leading edge correction increases the capacitance by the fraction $(g/\pi L)[1+\ln(2\pi L/g)]$. At the initial gap this is 4.30%; a numerical solution for two strips gives 4.32%. Counting both pairs of edges of the square, and neglecting its corners, gives about 8.6%, which is somewhat high for a finite square plate. In this estimate the threshold moves much less, from 0.3333 to 0.3343 of the gap, because the added capacitance varies only logarithmically with $g$ and so contributes little force. At half travel $C_d$ becomes about $-86.6$ fF, about 2% smaller in magnitude than the ideal value.

**Spring hardening.** Suppose the spring force is $F=kx(1+0.10\,x^2/g_0^2)$, an assumed 10% increase at full travel. Since $Q^2=2\varepsilon_0AF$, the term $Q\,dx/dQ$ of part (b) becomes $2F/(dF/dx)$. At $x=g_0/2$,

$$\frac{2F}{dF/dx}=2x\,\frac{1+0.10/4}{1+0.30/4}=2(1.0\ \text{µm})\frac{1.025}{1.075}=1.907\ \text{µm}.$$

Hence $C_d=88.54/(1.0-1.907)$ fF, or $-97.62$ fF from unrounded values. This is about 10% larger in magnitude than for the linear spring at the same displacement. The threshold moves to $0.3383\,g_0$. The fraction one third thus belongs to the linear spring and uniform field, while the change of sign survives both corrections for this device.

**Thermal motion.** At fixed charge the stiffness is $k$, so equipartition gives $k\langle(\delta x)^2\rangle=k_BT$. The root-mean-square displacement is 0.064 nm, negligible beside 1 µm.

**Breakdown.** The greatest voltage, 5.17 V, is 1.7% of the rough 300 V minimum for ordinary avalanche breakdown in air; some other gases have a lower minimum. In gaps of a few micrometres or less, field emission from the plates can cause breakdown below that voltage, but this typically takes fields of at least a few tenths of 1 MV/cm, depending on the roughness of the surfaces. The field at half travel is only 0.0475 MV/cm.

**Leakage.** An assumed leakage current of 1 fA removes 1% of the charge, 4.21 fC, in 4.2 s. Such a current corresponds to an insulation resistance near $5\times10^{15}$ Ω, and the 1% loss already moves the plate to $x=0.98$ µm and $C_d$ to $-94.2$ fF, a 6% change. A static measurement must be finished well within that time, yet be slow enough for the plate to settle. In air, squeeze-film damping of about $0.42\,\mu L^4/g^3$, with viscosity $\mu=1.8\times10^{-5}$ Pa s, gives a settling time constant somewhat below 1 ms at a 1 µm gap for an unperforated plate. The time to lose 1% is inversely proportional to the leakage current, while the settling time stays the same, so a large enough leakage current leaves no time for a static measurement.

The remaining printed values are in the numerical output.

## Computed values

```
Plate side: 100 um
Initial gap g0: 2.0 um
Spring constant k: 1.0 N/m
Temperature: 300 K
Uncharged-position capacitance C0: 44.27 fF
x/g0 = 0.2000: x = 0.4000 um
  charge Q: 266.1 fC
  voltage V: 4.809 V
  ordinary Q/V: 55.34 fF
  differential dQ/dV: 110.68 fF
x/g0 = 0.3333: x = 0.6667 um
  charge Q: 343.6 fC
  voltage V: 5.174 V
  ordinary Q/V: 66.41 fF
  inverse differential capacitance: zero (dQ/dV diverges)
x/g0 = 0.5000: x = 1.0000 um
  charge Q: 420.8 fC
  voltage V: 4.753 V
  ordinary Q/V: 88.54 fF
  differential dQ/dV: -88.54 fF
Maximum voltage, formula: 5.1741 V
Maximum voltage, numerical search: 5.1741 V
Step to x/g0 = 0.52: Q = 429.15 fC
  Q before the step: 420.81 fC
  V before, after: 4.7527, 4.6530 V
  finite-step ratio: -83.55 fF
Fixed-voltage stiffness at x/g0 = 0.5: -1.00 N/m
Stray limit at x/g0 = 0.5: 88.54 fF
Stray limit for full travel: 22.14 fF
Tilt limit x/g0, numerical: 0.6000
Strip edge excess at g0, numerical: 4.32 %
Strip edge excess at g0, formula: 4.30 %
Square edge excess at g0: 8.59 %
Threshold x/g0 with fringing: 0.3343
dQ/dV at x/g0 = 0.5 with fringing: -86.61 fF
Assumed spring hardening at full travel: 10 %
Threshold x/g0 with hardening: 0.3383
dQ/dV at x/g0 = 0.5 with hardening: -97.62 fF
Thermal rms displacement: 0.0644 nm
Field at x/g0 = 0.5: 0.0475 MV/cm
Rough gas breakdown minimum: 300 V
Maximum voltage / breakdown: 1.72 %
Assumed leakage current: 1 fA
Time to lose 1% of Q: 4.21 s
```
